Cancellation-free electron and hole densities from nondegenerate charge neutrality

**Result**

Let N be the net ionised doping, that is, ionised donors minus ionised acceptors, and let ni > 0 be the intrinsic carrier density. For a locally neutral semiconductor in equilibrium with Boltzmann statistics, compute

M = |N|/2 + hypot(|N|/2, ni)

m = ni · (ni/M)

where hypot(a, b) = √(a² + b²). M is the majority density and m the minority density. For N ≥ 0 the electron density is n = M and the hole density is p = m; for N < 0 the two are exchanged.

In binary floating-point arithmetic with unit roundoff u, the relative rounding errors are at most about 3u for M and 5u for m, at any doping. The naive root

m = (−|N| + √(N² + 4ni²))/2

is algebraically identical, but its relative error is bounded only by u(2 + M/m), which grows as u(N/ni)² for strong doping. Beyond |N| = ni√(8/u) it returns zero when each operation is rounded separately. In double precision, u = 2⁻⁵³ ≈ 1.11×10⁻¹⁶ and this limit is |N|/ni ≈ 2.68×10⁸. Silicon doped to 10¹⁷ cm⁻³ at −40 °C lies far beyond it.

**Derivation of the two densities**

Let Ec and Ev be the band edges, Eg = Ec − Ev the gap, EF the Fermi level, and Nc and Nv the effective densities of states. Boltzmann statistics, valid when EF lies several kT inside the gap, gives

n = Nc exp[(EF − Ec)/kT]

p = Nv exp[(Ev − EF)/kT].

In the product the Fermi level drops out:

np = Nc Nv exp(−Eg/kT) = ni², with ni = √(Nc Nv) exp(−Eg/2kT).

Neutrality requires p + N − n = 0, or n − p = N. Inserting p = ni²/n and multiplying by n gives

n² − Nn − ni² = 0

n = [N ± √(N² + 4ni²)]/2.

The square root exceeds |N|, so the lower sign gives a negative density and is discarded. Then p = n − N gives

n = (N + s)/2, p = (−N + s)/2, s = √(N² + 4ni²).

Adding these shows that s = n + p. Reversing the sign of N exchanges n and p, so both doping signs are covered by

M = (s + |N|)/2, m = (s − |N|)/2.

The first expression adds positive numbers. The second subtracts nearly equal numbers when |N| ≫ ni. Multiplying and dividing it by s + |N| removes the subtraction:

m = (s² − N²)/[2(s + |N|)] = 4ni²/(4M) = ni²/M.

Finally, s/2 = √((N/2)² + ni²), which is the hypot term of the scheme.

Two limits help in checking an implementation. For |N| ≫ ni, M ≈ |N| and m ≈ ni²/|N|. For |N| ≪ ni, M ≈ ni + |N|/2 and m ≈ ni − |N|/2.

**Pseudocode**

    function densities(N, ni):      # requires ni > 0
        h = abs(N) / 2
        M = h + hypot(h, ni)
        m = ni * (ni / M)
        if N >= 0: return n = M, p = m
        else:      return n = m, p = M

The cost per mesh point is one hypot, one division, one multiplication, one addition and a comparison, apart from the halving. There is no iteration. The derivatives that a Newton solver may need follow from the same two numbers. At fixed ni, differentiating n − p = N and np = ni² gives

dn − dp = dN, n dp + p dn = 0.

Substituting dn = dN + dp into the second equation gives (n + p)dp = −p dN, hence

dp/dN = −p/(n + p), dn/dN = 1 + dp/dN = n/(n + p).

These hold for either sign of N.

**The problem is well conditioned**

A large error in m could in principle come from the problem rather than from the formula. The logarithmic derivatives exclude this. For n-type material, the result above gives

d ln p/d ln N = (N/p)(dp/dN) = −N/(n + p).

Since N = n − p, its magnitude is below 1. At fixed N, dn = dp, and differentiating np = ni² gives (n + p)dp = 2ni dni. Therefore

d ln p/d ln ni = 2ni²/[p(n + p)] = 2n/(n + p),

which is below 2. A relative change of one part in 10¹⁶ in either input thus changes p by at most about two parts in 10¹⁶. The p-type case follows by exchanging n and p. Numerical differentiation at N/ni = 2 and N/ni = 50 confirmed both expressions.

This concerns N as given. If N is formed from donor and acceptor densities Nd and Na, each with relative uncertainty r, the difference has an uncertainty of up to r(Nd + Na). Relative to N, that is r(Nd + Na)/|Nd − Na|. In closely compensated material this amplification is physical, and no rearrangement of the quadratic removes it.

**Rounding error of the naive root**

Assume rounding to nearest, without overflow or underflow, so that each elementary operation has a relative error of at most u. To first order in u:

1. The products N² and 4ni² each carry an error up to u. Both are positive, so their sum inherits at most u and adds u of its own, giving 2u.
2. The square root halves the inherited relative error, giving u, and adds its own rounding u. The computed s has a relative error up to 2u.
3. Subtracting |N| and halving turns this into an absolute error in m of up to (2u·s)/2 = u(M + m).
4. The subtraction itself adds at most a relative error u.

Dividing the absolute error by m gives

relative error of m ≤ u(M + m)/m + u = u(2 + M/m).

Because M/m = (M/ni)², the ratio is close to (N/ni)² for strong doping. The bound reaches 1 near |N| = ni/√u ≈ 9.5×10⁷ ni. For weak doping M/m → 1 and the bound is only 3u, so the naive root is then harmless.

The certain loss of m follows from the spacing of floating-point numbers. Let x lie between 2^e and 2^(e+1). The spacing there is 2u·2^e, which is larger than ux, so half the spacing is larger than ux/2. If

4ni² < uN²/2, that is, |N| > ni√(8/u),

adding 4ni² to the rounded N² leaves it unchanged. The square root then returns |N|. To see this, write |N| = f·2^e with 1 ≤ f < 2. Rounding N² shifts its root by about uf·2^e/2 at most, which is less than the half-spacing u·2^e around |N|. The subtraction gives zero. The condition is sufficient, not necessary: for some values of N the root already vanishes at less than half this doping. The argument assumes that N² is rounded before the addition. If a compiler fuses N·N + 4ni² into one multiply-add, a nonzero root can survive slightly above the limit; cases up to about 1.07 times it occur.

**Rounding error of the stable scheme**

Halving |N| is exact. Suppose the library's hypot is accurate to one unit in the last place, a relative error of at most 2u. It is added to a non-negative number, so the inherited relative error cannot grow, and the addition contributes u. Hence M is good to 3u. The division and the multiplication contribute u each, so m is good to 5u. No step contains a ratio such as M/m.

A random test used 4000 input pairs of both doping signs, with ni between 10⁻⁸ and 10¹⁹ cm⁻³ and |N|/ni between 10⁻³ and 10¹⁵. Against 80-digit arithmetic, the largest errors were 1.74u for M and 2.47u for m. The naive root stayed within its own bound, reaching 0.911 of it at worst.

**Fermi level and the link to pair diffusion**

Define Ei as the Fermi level at which n = p = ni. With x = (EF − Ei)/kT, the Boltzmann densities become n = ni exp(x) and p = ni exp(−x). Neutrality reads 2ni sinh x = N, so

EF − Ei = kT asinh(N/2ni).

A library asinh that is accurate for both signs should be used. Writing it as ln(y + √(y² + 1)) brings the cancellation back for large negative y. The densities could also be obtained as ni exp(±x), but exp turns an absolute error in x into a relative error in the density. A rounding error u|x| in x then costs about |x| units of u, which for strong doping exceeds the error bound of the direct scheme.

In pair diffusion a dopant moves while bound to a vacancy or self-interstitial. Let the mobile defect have charge q in units of the elementary charge. Giving it this charge transfers q electrons to the reservoir at energy EF, so in equilibrium its density relative to the neutral defect is proportional to exp(−qx) = (n/ni)^(−q). The weight is p/ni for q = +1 and n/ni for q = −1.

For a singly charged donor of density C, dilute pairs in equilibrium with their constituents have density B = K C (n/ni)^(−q) and charge 1 + q. Take ni and the neutral-defect density, and hence K, as uniform. With ψ the electrostatic potential in units of kT/e, the flux for pair diffusivity d is

J = −d[∇B + (1 + q)B∇ψ].

In equilibrium ∇ψ = ∇ln n, while ∇B = K(n/ni)^(−q)[∇C − qC∇ln n]. The terms in q cancel:

J = −dK(n/ni)^(−q)[∇C + C∇ln n].

The charge state therefore enters the effective diffusivity through the weight (n/ni)^(−q). For q = ±1, a relative error in the minority density passes unchanged into the weight built from it; for larger charges a small relative error is multiplied by |q|.

**Worked example: a cold silicon device**

Take silicon at −40 °C (233.15 K) with N = ±10¹⁷ cm⁻³. Rough band parameters give kT = 0.020091 eV, Eg = 1.1404 eV, Nc = 1.918×10¹⁹ cm⁻³ and Nv = 2.124×10¹⁹ cm⁻³. Then

ni = √(1.918 × 2.124) × 10¹⁹ × exp[−1.1404/(2 × 0.020091)] ≈ 9.54×10⁶ cm⁻³.

Here |N|/ni ≈ 1.05×10¹⁰, about forty times the limit for certain loss. The stable scheme gives M = 1.00×10¹⁷ cm⁻³ and

m = (9.536×10⁶)²/10¹⁷ ≈ 9.09×10⁻⁴ cm⁻³.

The naive root gives zero: p = 0 for the donor case and n = 0 for the acceptor case. The true value corresponds to about one carrier in 1100 cm³, so it is a statistical average and not a count in a device. It still matters. The Fermi level obtained from ln(m/ni) is finite, EF − Ei = ±0.464 eV, whereas ln 0 is not. Any forward-bias injection computed as m times a Boltzmann factor would also vanish if m were zero.

The naive answer passes one plausible check: its computed residual n − p − N is 0.0 cm⁻³. The correct m is far below the spacing of numbers near 10¹⁷, so neutrality cannot detect its absence. The ratio np/ni², which should be 1, is 0. An implementation should check both equations.

**Growth of the error at 300 K**

At 300 K the same parameters give ni = 1.056×10¹⁰ cm⁻³. With temperature fixed and n-type doping increased, the naive minority density behaves as follows:

- N = 3×10¹⁵ cm⁻³: relative error 8.7×10⁻⁷, bound 9.0×10⁻⁶.
- N = 3×10¹⁶ cm⁻³: relative error 5.9×10⁻⁶, bound 9.0×10⁻⁴.
- N = 3×10¹⁷ cm⁻³: 384 instead of 371.8 cm⁻³, an error of 3.3 %, bound 9.0 %.
- N = 3×10¹⁸ cm⁻³: 0 instead of 37.2 cm⁻³, an error of 100 %.

The bound grows a hundredfold per decade of doping, as (N/ni)² requires. The actual errors are less regular because the naive result lies on a grid. Near 3×10¹⁷, which lies between 2⁵⁸ and 2⁵⁹, doubles are 64 apart. After halving, m can only be a multiple of 32, and 384 = 12 × 32 is the multiple nearest to 371.8. At 3×10¹⁶ the grid step is 2, and the true value 3717.98 happens to lie close to 3718. The small error there is luck.

**A second failure: one root for both signs**

Suppose the code always computes n = (N + s)/2 and then p = ni²/n. This is sound for N > 0. For N < 0 the root is the cancelled minority density, and the division transfers its error to the majority carriers. If n is too large by a factor 1 + ε, then p is multiplied by 1/(1 + ε), and its relative error is −ε/(1 + ε).

At 300 K and N = −3×10¹⁷ cm⁻³, the root gives n = 384 cm⁻³, so ε = 3.28 %. The hole density becomes 2.905×10¹⁷ instead of 3.000×10¹⁷ cm⁻³, an error of −3.18 %. Now mass action holds, but neutrality is violated by about 10¹⁶ cm⁻³. At −40 °C and N = −10¹⁷ cm⁻³, the same code divides by zero.

**Diffusion temperature: a harmless case**

At 1000 °C the parameters give ni = 7.76×10¹⁸ cm⁻³. For N = +3×10¹⁹ cm⁻³, n = 3.19×10¹⁹ and p = 1.89×10¹⁸ cm⁻³. The defect weights are n/ni = 4.11 and p/ni = 0.243; for N = −3×10¹⁹ cm⁻³ they are exchanged. With M/m = 4.11² ≈ 17, the naive bound is only about 19u, and the actual error is 5×10⁻¹⁶. A code tested only at this diffusion condition would not reveal the defect that appears on cooling.

The physical formulas were tested at this temperature, at −40 °C with N = ±10¹⁷ cm⁻³, and at 300 K with N = ±3×10¹⁰ cm⁻³. High-precision bisection of the neutrality equation in the Fermi level reproduced the densities and weights to a relative 10⁻¹², and (EF − Ei)/kT to an absolute 10⁻¹².

**What real silicon changes**

The band parameters are rough typical values, and the model ni is near the commonly used 10¹⁰ cm⁻³ at room temperature. For the cold device at |N| = 10¹⁷ cm⁻³, several sources of error in the minority density can be sized:

- Gap narrowing. The Slotboom–de Graaff form, with rough coefficients, is ΔEg = 9 meV × [L + √(L² + 1/2)], where L = ln(|N|/10¹⁷ cm⁻³). Here L = 0 and ΔEg = 6.36 meV, which raises m by exp(6.36/20.09) − 1 ≈ 37 %. The coefficients are uncertain: half or twice this narrowing would raise m by 17 % or 88 %.
- Temperature. An error of +1 K raises m by about 30 %, through ni².
- Band parameters. If the true ni is 10 % above the model value, m is about 21 % higher, again through ni². A widely used fit to measurements, ni = 5.29×10¹⁹ (T/300 K)^2.54 exp(−6726 K/T) cm⁻³, lies instead about 13 % below the model at −40 °C, which would make m about 25 % lower.
- Incomplete ionisation. If 10¹⁷ cm⁻³ is the total phosphorus density, a single level 0.045 eV deep with degeneracy 2 is 92 % ionised, and m rises by 9 %. For boron at the same depth with degeneracy 4, the figures are 87 % and 15 %. The single level is a simplification: phosphorus has further bound states about 12 meV above its ground level, and counting them changes its figures to about 78 % and 29 %. Counting the shallower 2s and 2p states as isolated levels too would give about 67 % and 50 %, so these figures depend on which bound states are included.
- Fermi–Dirac statistics. Expanding the occupation to second order gives n/Nc ≈ z − z²/√8, with z = exp[(EF − Ec)/kT]. Hence z ≈ (n/Nc)[1 + n/(√8 Nc)], and p, proportional to 1/z, falls by n/(√8 Nc) ≈ 0.18 %.

At 1000 °C and N = 3×10¹⁹ cm⁻³, Fermi–Dirac statistics lowers p by about 4 %. The narrowing formula, extrapolated far above room temperature, would raise p by a factor of about 2.4. That figure shows only that the model's p is uncertain by such a factor.

These are errors of the physical model, and stable arithmetic does not reduce them. For the densities, gap narrowing that depends only on the doping can be absorbed by supplying a corrected ni to the same scheme; EF − Ei is then measured from the intrinsic level of the narrowed gap. Incomplete ionisation requires the ionised N, which itself depends on the Fermi level. It must therefore be found self-consistently. Repeating the scheme with an updated N settles when N responds weakly to the densities, as for 10¹⁷ cm⁻³ of uncompensated phosphorus at −40 °C, but in compensated material, especially when cold, it can oscillate without settling. A bracketed search for the Fermi level avoids this: n − p minus the ionised net doping rises steadily with EF, so it has a single zero. Under strong degeneracy np also depends on the Fermi level, and neutrality must be solved with Fermi–Dirac integrals.

**Remaining numerical limits**

The scheme needs ni > 0; with N = ni = 0 it would evaluate 0/0. If m falls below the smallest normal number, it loses digits or becomes zero, and the logarithmic variable x should be stored instead.

Single precision has u = 2⁻²⁴, so the naive root is certain to vanish beyond |N|/ni = 2^13.5 ≈ 1.2×10⁴. Its squares can also overflow: (3×10¹⁹)² = 9×10³⁸ exceeds the largest single-precision number, about 3.4×10³⁸. A properly scaled hypot avoids this, and ni · (ni/M) avoids forming ni².

Finally, n − p should not be used to recover N in nearly intrinsic material. The two computed densities carry a combined absolute error of up to about 8u·ni, which relative to N is 8u·ni/|N|. Where the net doping is needed, use the stored N. The numerical output below gives further digits.

Table of computed values

```
unit roundoff u = 1.1102e-16
worst stable errors: majority 1.74 u, minority 2.47 u
worst naive error / its bound = 0.911 (4000 samples)
|N|/ni for naive bound near 1: 9.491e+07
|N|/ni for certain naive zero: 2.684e+08
inputs at 300 K: Nc = 2.8e+19, Nv = 3.1e+19 cm^-3
Varshni gap: 1.17 eV, 4.73e-04 eV/K, 636 K
T = 233.15 K: kT = 0.02009 eV, Eg = 1.1404 eV, ni = 9.5363e+06 cm^-3
   Nc = 1.918e+19, Nv = 2.124e+19 cm^-3
T = 300.00 K: kT = 0.02585 eV, Eg = 1.1245 eV, ni = 1.0561e+10 cm^-3
   Nc = 2.800e+19, Nv = 3.100e+19 cm^-3
T = 1273.15 K: kT = 0.10971 eV, Eg = 0.7684 eV, ni = 7.7627e+18 cm^-3
   Nc = 2.448e+20, Nv = 2.710e+20 cm^-3
cold device, |N|/ni = 1.049e+10
N = +1.0e+17 cm^-3: stable n = 1.0000e+17, p = 9.0942e-04 cm^-3
   naive n = 1.0000e+17, p = 0.0000e+00 cm^-3
   naive n-p-N = 0.0 cm^-3, np/ni^2 = 0.0
   EF-Ei = +0.4636 eV
N = -1.0e+17 cm^-3: stable n = 9.0942e-04, p = 1.0000e+17 cm^-3
   naive n = 0.0000e+00, p = 1.0000e+17 cm^-3
   naive n-p-N = 0.0 cm^-3, np/ni^2 = 0.0
   EF-Ei = -0.4636 eV
300 K sweep, n-type: N, stable p, naive p (cm^-3), rel. error, bound
   3e+13  3.71798e+06  3.71798e+06  1.30e-10  8.96e-10
   3e+15  3.71798e+04  3.71798e+04  8.70e-07  8.96e-06
   3e+16  3.71798e+03  3.71800e+03  5.85e-06  8.96e-04
   3e+17  3.71798e+02  3.84000e+02  3.28e-02  8.96e-02
   3e+18  3.71798e+01  0.00000e+00  1.00e+00  8.96e+00
300 K, N = -3e+17 cm^-3, one root for n, then p = ni^2/n:
   n = 3.8400e+02 (error +3.28 %)
   p = 2.9047e+17 (error -3.18 %), stable p = 3.0000e+17 cm^-3
1000 C, N = +3e+19: n = 3.1890e+19, p = 1.8896e+18 cm^-3
   n/ni = 4.1081, p/ni = 0.2434, naive error 5.0e-16
1000 C, N = -3e+19: n = 1.8896e+18, p = 3.1890e+19 cm^-3
   n/ni = 0.2434, p/ni = 4.1081, naive error 5.0e-16
neglected effects, cold device, change of minority density:
   Fermi-Dirac statistics (n-type) -0.184 %
   P level 0.045 eV: ionised 91.8 %, p +9.0 %
   B level 0.045 eV: ionised 86.7 %, n +15.3 %
   gap narrowing 6.36 meV: +37.3 %
   temperature 1 K higher: +30.5 %
neglected effects, 1000 C, n-type, change of p:
   Fermi-Dirac statistics -4.45 %
   gap narrowing 103.1 meV (extrapolated): factor 2.37
```
